# Photon transmission of an optically thick Doppler line above low-k films: test program

```python
"""Single-flight transmission of a Doppler-broadened resonance line.

Result under test, for large line-centre optical depth tau:
    T(tau) = integral phi(x) exp(-tau exp(-x^2)) dx -> 1/(tau sqrt(pi ln tau))
x     : frequency offset in Doppler widths (width = v/lambda, v = sqrt(2kT/M))
phi   : normalized emission profile exp(-x^2)/sqrt(pi)
a     : natural half width at half maximum divided by the Doppler width
ratio : emission Doppler width divided by absorption Doppler width
The example is hydrogen Lyman-alpha in an H2 resist-strip plasma.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import voigt_profile, gamma, digamma

SQRT_PI = np.sqrt(np.pi)
EULER = np.euler_gamma

# The sinh map resolves the line core and reaches far into Lorentz wings.
t_grid = np.linspace(-20.0, 20.0, 80001)
x_grid = np.sinh(t_grid)
weights = np.cosh(t_grid) * (t_grid[1] - t_grid[0])


def profile(width=1.0, a=0.0, split=0.0):
    """Voigt profile; a nonzero split gives a 2:1 doublet with centroid 0."""
    sigma = width / np.sqrt(2.0)
    if split == 0.0:
        return voigt_profile(x_grid, sigma, a)
    strong = voigt_profile(x_grid - split / 3, sigma, a)
    weak = voigt_profile(x_grid + 2 * split / 3, sigma, a)
    return (2 * strong + weak) / 3


doppler = profile()


def transmission(tau, emission=doppler, absorption=doppler):
    attenuation = np.exp(-tau * SQRT_PI * absorption)
    return float(np.sum(weights * emission * attenuation))


def leading(tau):
    return 1 / (tau * np.sqrt(np.pi * np.log(tau)))


def corrected(tau):
    L = np.log(tau)
    second = 3 / 8 * (EULER**2 + np.pi**2 / 6)
    return leading(tau) * (1 - EULER / (2 * L) + second / L**2)


def series_transmission(tau):
    """Convergent power series, summed with digits to spare."""
    with mp.workdps(130):
        total, term = mp.mpf(0), mp.mpf(1)
        for n in range(int(6 * tau) + 80):
            total += term / mp.sqrt(n + 1)
            term *= -mp.mpf(tau) / (n + 1)
        return float(total)


def outer_fraction(tau):
    outside = np.abs(x_grid) > np.sqrt(np.log(tau))
    integrand = weights * doppler * np.exp(-tau * SQRT_PI * doppler)
    return float(np.sum(integrand[outside]) / np.sum(integrand))


def path_mean(tau):
    """Mean transmission for emitters spread uniformly along the ray."""
    absorbed = -np.expm1(-tau * SQRT_PI * doppler)
    return float(np.sum(weights * absorbed) / (SQRT_PI * tau))


# Frequency integral against the power series and the transformed integral.
for tau in (1.0, 10.0, 26.0, 100.0):
    assert abs(transmission(tau) / series_transmission(tau) - 1) < 1e-8
for tau in (10.0, 26.0):
    def transformed(u):
        return np.exp(-u) / np.sqrt(np.log(tau / u))
    value = quad(transformed, 0, 1)[0] + quad(transformed, 1, tau)[0]
    assert abs(value / (tau * SQRT_PI) / transmission(tau) - 1) < 1e-5

# The discarded upper part of the transformed integral obeys its bound.
tail = quad(lambda u: np.exp(-u) / np.sqrt(np.log(100 / u)), 10, 99)[0]
tail += quad(lambda u: np.exp(-u) / np.sqrt(np.log(100 / u)), 99, 100)[0]
assert 0 < tail < SQRT_PI * 100 * np.exp(-10)

# Leading law and its two corrections: the remainder must fall as 1/L^3.
for tau in (1e8, 1e12, 1e16):
    L = np.log(tau)
    exact = transmission(tau)
    assert abs(exact / leading(tau) - 1) < 0.4 / L
    assert abs((exact - corrected(tau)) / leading(tau)) < 2 / L**3

# Escaping photons come from beyond sqrt(ln tau) in the predicted proportion.
assert abs(outer_fraction(1e8) - (1 - np.exp(-1))) < 0.02

# Unequal emission and absorption widths change the power of tau.
for ratio in (0.8, np.sqrt(2.0)):
    s = 1 / ratio**2
    for tau in (1e8, 1e16):
        L = np.log(tau)
        law = gamma(s) * tau**(-s) / (ratio * np.sqrt(np.pi * L))
        relative = transmission(tau, profile(width=ratio)) / law
        assert abs(relative - 1 - digamma(s) / (2 * L)) < 4 / L**2

# Natural wings: thin-wing increase, then the strongly trapped wing law.
for tau in (1e4, 1e8):
    small_a = 1e-3 / tau
    voigt = profile(a=small_a)
    increase = transmission(tau, voigt, voigt) / transmission(tau) - 1
    assert abs(increase / (2 * small_a * tau / SQRT_PI) - 1) < 0.03
voigt = profile(a=0.01)
wing_law = np.pi**(-0.25) * np.sqrt(0.01 / 1e6)
assert abs(transmission(1e6, voigt, voigt) / wing_law - 1) < 0.01

# Mean over emitter positions: explicit path quadrature and large-tau law.
nodes, node_weights = np.polynomial.legendre.leggauss(40)
unit_nodes, unit_weights = (nodes + 1) / 2, node_weights / 2
explicit = sum(w * transmission(26 * y)
               for y, w in zip(unit_nodes, unit_weights))
assert abs(explicit / path_mean(26.0) - 1) < 1e-7
mean_law = 2 * np.sqrt(np.log(1e16) / np.pi) / 1e16
assert abs(path_mean(1e16) / mean_law - 1) < 0.02

# Hydrogen 2p-1s line from its wavefunctions, with reduced mass.
reduced = const.m_e * const.m_p / (const.m_e + const.m_p)
mass_factor = reduced / const.m_e
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0] / mass_factor
photon_energy = 3 / 8 * hartree * mass_factor
omega = photon_energy / const.hbar
wavelength = 2 * np.pi * const.c / omega
radial = quad(lambda r: 2 * np.exp(-r) * r**3
              * r * np.exp(-r / 2) / (2 * np.sqrt(6)), 0, 80)[0]
dipole_squared = (radial * bohr)**2 / 3
decay_rate = 4 * const.alpha * omega**3 * dipole_squared / (3 * const.c**2)

# Rough process inputs.
pressure_mtorr, temperature, atom_fraction, path_cm = 10.0, 500.0, 0.05, 10.0
hot_energy_ev, quench_cm3_s = 0.3, 1e-9
gas_density = (pressure_mtorr * 1e-3 * const.torr
               / (const.k * temperature))
atom_density = atom_fraction * gas_density
speed = np.sqrt(2 * const.k * temperature / (const.m_p + const.m_e))
doppler_width = speed / wavelength
k0 = (3 * wavelength**3 * decay_rate * atom_density
      / (8 * np.pi**1.5 * speed))
tau = k0 * path_cm * 1e-2

# Absorption from the oscillator strength must give the same coefficient.
oscillator = 2 * const.m_e * omega * 3 * dipole_squared / (3 * const.hbar)
electron_radius = const.physical_constants["classical electron radius"][0]
k0_oscillator = (np.pi * electron_radius * const.c * oscillator
                 * atom_density / (SQRT_PI * doppler_width))
assert abs(k0_oscillator / k0 - 1) < 1e-7

# Size each neglected effect for the example.
base = transmission(tau)
a_h = decay_rate / (4 * np.pi * doppler_width)
natural = profile(a=a_h)
with_wings = transmission(tau, natural, natural)
split_hz = const.alpha**2 * hartree / (32 * const.h)
doublet = profile(split=split_hz / doppler_width)
with_split = transmission(tau, doublet, doublet)
both = profile(a=a_h, split=split_hz / doppler_width)
with_both = transmission(tau, both, both)
oblique = sum(w * transmission(tau / mu)
              for mu, w in zip(unit_nodes, unit_weights))
width_ratio = np.sqrt(hot_energy_ev * const.e / (const.k * temperature))
hot = transmission(tau, profile(width=width_ratio))
quench_rate = quench_cm3_s * gas_density * 1e-6
loss = quench_rate / (decay_rate + quench_rate)
escaped = base / (1 - (1 - base) * (1 - loss))

# Follow successive emissions explicitly.
alive, counted = 1.0, 0.0
for emission_number in range(20000):
    counted += alive * base
    alive *= (1 - base) * (1 - loss)
assert abs(counted / escaped - 1) < 1e-9

print("tau | exact T | leading T | corrected T | leading/exact")
for depth in (1e1, 1e2, 1e3, 1e4, 1e6):
    exact = transmission(depth)
    print(f"{depth:.0e} | {exact:.4e} | {leading(depth):.4e} | "
          f"{corrected(depth):.4e} | {leading(depth) / exact:.4f}")
print(f"Outer escaping fraction at tau=1e8: {outer_fraction(1e8):.4f}")
print(f"Limit of outer fraction, 1-1/e: {1 - np.exp(-1):.4f}")
print(f"Pressure: {pressure_mtorr:.1f} mTorr")
print(f"Gas temperature: {temperature:.0f} K")
print(f"H-atom fraction of gas particles: {atom_fraction:.3f}")
print(f"Path length: {path_cm:.1f} cm")
print(f"Photon energy: {photon_energy / const.e:.3f} eV")
print(f"Wavelength: {wavelength * 1e9:.2f} nm")
print(f"Radial dipole integral: {radial:.4f} Bohr radii")
print(f"Decay rate A: {decay_rate:.4e} s^-1")
print(f"Oscillator strength: {oscillator:.4f}")
print(f"Total gas density: {gas_density * 1e-6:.3e} cm^-3")
print(f"H-atom density: {atom_density * 1e-6:.3e} cm^-3")
print(f"Thermal speed v: {speed:.1f} m/s")
print(f"Doppler width: {doppler_width * 1e-9:.3f} GHz")
print(f"Line-centre absorption k0: {k0 * 1e-2:.4f} cm^-1")
print(f"Optical depth tau: {tau:.3f}")
print(f"ln tau: {np.log(tau):.4f}")
print(f"Typical escape offset: {np.sqrt(np.log(tau)):.3f} Doppler widths")
print(f"Exact Doppler transmission: {base:.5f} = {100 * base:.3f} %")
print(f"Leading-law transmission: {leading(tau):.5f}")
print(f"Corrected-law transmission: {corrected(tau):.5f}")
print(f"Line-centre-only transmission: {np.exp(-tau):.3e}")
print(f"Escaping fraction beyond sqrt(ln tau): {outer_fraction(tau):.4f}")
print(f"Natural-width parameter a: {a_h:.4e}")
print(f"Product a*tau: {a_h * tau:.4f}")
print(f"Thin-wing predicted increase: {200 * a_h * tau / SQRT_PI:.2f} %")
print(f"Transmission with natural wings: {with_wings:.5f}")
print(f"Computed wing increase: {100 * (with_wings / base - 1):.2f} %")
print(f"Tau where predicted wing increase is 100 %: {SQRT_PI/(2*a_h):.1f}")
print(f"Fine-structure splitting: {split_hz * 1e-9:.3f} GHz")
print(f"Transmission with fine structure: {with_split:.5f}")
print(f"Fine-structure change: {100 * (with_split / base - 1):.2f} %")
print(f"Transmission with wings and fine structure: {with_both:.5f}")
print(f"Hemisphere-averaged transmission, plane source: {oblique:.5f}")
print(f"Mean for emitters spread along ray: {path_mean(tau):.5f}")
print(f"Hot-emitter kT: {hot_energy_ev:.2f} eV")
print(f"Hot/cold Doppler-width ratio: {width_ratio:.3f}")
print(f"Hot-emitter transmission: {hot:.4f}")
print(f"Hot/matched transmission ratio: {hot / base:.2f}")
print(f"Quenching coefficient: {quench_cm3_s:.1e} cm^3/s")
print(f"Quenching probability per absorption: {loss:.3e}")
print(f"One-zone final escape fraction: {escaped:.4f}")
print("PASS")
```

Output:

```
tau | exact T | leading T | corrected T | leading/exact
1e+01 | 3.5878e-02 | 3.7181e-02 | 3.7722e-02 | 1.0363
1e+02 | 2.5307e-03 | 2.6291e-03 | 2.5563e-03 | 1.0389
1e+03 | 2.0830e-04 | 2.1466e-04 | 2.0903e-04 | 1.0305
1e+04 | 1.8141e-05 | 1.8590e-05 | 1.8170e-05 | 1.0247
1e+06 | 1.4913e-07 | 1.5179e-07 | 1.4921e-07 | 1.0178
Outer escaping fraction at tau=1e8: 0.6199
Limit of outer fraction, 1-1/e: 0.6321
Pressure: 10.0 mTorr
Gas temperature: 500 K
H-atom fraction of gas particles: 0.050
Path length: 10.0 cm
Photon energy: 10.199 eV
Wavelength: 121.57 nm
Radial dipole integral: 1.2903 Bohr radii
Decay rate A: 6.2649e+08 s^-1
Oscillator strength: 0.4164
Total gas density: 1.931e+14 cm^-3
H-atom density: 9.656e+12 cm^-3
Thermal speed v: 2872.3 m/s
Doppler width: 23.627 GHz
Line-centre absorption k0: 2.5485 cm^-1
Optical depth tau: 25.485
ln tau: 3.2381
Typical escape offset: 1.799 Doppler widths
Exact Doppler transmission: 0.01179 = 1.179 %
Leading-law transmission: 0.01230
Corrected-law transmission: 0.01208
Line-centre-only transmission: 8.554e-12
Escaping fraction beyond sqrt(ln tau): 0.5701
Natural-width parameter a: 2.1101e-03
Product a*tau: 0.0538
Thin-wing predicted increase: 6.07 %
Transmission with natural wings: 0.01250
Computed wing increase: 6.04 %
Tau where predicted wing increase is 100 %: 420.0
Fine-structure splitting: 10.949 GHz
Transmission with fine structure: 0.01234
Fine-structure change: 4.63 %
Transmission with wings and fine structure: 0.01302
Hemisphere-averaged transmission, plane source: 0.00553
Mean for emitters spread along ray: 0.08535
Hot-emitter kT: 0.30 eV
Hot/cold Doppler-width ratio: 2.639
Hot-emitter transmission: 0.3084
Hot/matched transmission ratio: 26.15
Quenching coefficient: 1.0e-09 cm^3/s
Quenching probability per absorption: 3.082e-04
One-zone final escape fraction: 0.9748
PASS
```
